\section*{Why do sequential binary collisions fail for slow recoils?}

\section*{Question}

A Monte Carlo transport code of the binary-collision type follows an implanted ion, or an atom it has set in motion, through a chain of separate two-body collisions. The scheme works at high energy and loses its footing for very slow recoils. A tempting explanation is that slow encounters overlap in time, so that the atom meets its next partner before it has finished with the last. Does slowness really cause overlap, and how does overlap turn into an error in the recoil energies?

\section*{The two descriptions}

Take a projectile of mass $m$ and energy $E=mv^2/2$ that enters along the $x$ axis. Two free target atoms of mass $M$ are at rest at $\mathbf R_1$ and $\mathbf R_2$, in the plane of motion. The projectile repels each target through
\begin{equation}
V(r)=A\,e^{-r/a}.
\end{equation}
The model has no force between the targets, no lattice binding, no electronic stopping and no thermal motion. Any difference between the two descriptions below therefore comes from the treatment of the collisions. Hartree atomic units are used.

The first description solves Newton's equations for all three bodies together. The second is sequential. It solves collision 1 with target 2 absent, takes the straight line on which the projectile finally leaves, and uses that whole line, extended backwards, as the incoming path of collision 2 with target 1 absent. Each binary collision is solved without further approximation, and the sideways displacement of the exit line is kept.

\section*{Slowness alone does nothing}

Replace time by the length $\tau=vt$. Since $d^2/dt^2=v^2\,d^2/d\tau^2$ and $mv^2=2E$, Newton's equations for the projectile position $\mathbf r$ and the target positions become
\begin{equation}
2E\,\frac{d^2\mathbf r}{d\tau^2}=\mathbf f_1+\mathbf f_2,\qquad
2E\,\frac{M}{m}\,\frac{d^2\mathbf R_i}{d\tau^2}=-\mathbf f_i ,
\end{equation}
where $\mathbf f_i$ is the force of target $i$ on the projectile. The initial slope $d\mathbf r/d\tau$ is a unit vector. The speed has disappeared: the paths depend on the geometry, on $M/m$ and on the ratio of potential to energy. An encounter of length $\ell$ lasts about $\ell/v$, and atoms a distance $d$ apart are met at intervals of about $d/v$. The ratio $\ell/d$ contains no speed.

So a projectile can be made ten times slower at the same energy, by making all masses a hundred times larger, and the paths and recoil energies stay the same. What matters in a slow recoil is its low energy compared with the potential.

\section*{When the sequential rule is exact}

Suppose the projectile meets target 1 and then target 2, and there is an instant $t_*$ such that target 2 exerts no force before it and target 1 exerts none after it. Up to $t_*$ the motion is that of collision 1 alone. At $t_*$ the projectile is already on its outgoing straight line, and target 2 is still at rest in its original place. These are the starting conditions that the sequential rule gives to collision 2. The backward extension of the line adds no force from target 2, because a straight line that enters a spherical range after $t_*$ cannot have crossed it before. Both descriptions then agree at any energy. The condition that target 2 is really met matters: an atom behind the projectile may lie on the backward extension of the exit line, and it must not be taken as the next partner.

If each atom is met only once and in this order, an error therefore needs overlap. A projectile that rebounds from target 2 and meets target 1 again is a different case: the rule then misses a whole collision. Even with overlap there is no error at first order: an expansion in powers of $V/E$ shows that the error begins, in general, at second order.

\section*{First order: the order of impulses is irrelevant}

At high energy the projectile nearly follows the line $x=vt$, $y=0$. Let $\mathbf F_i(t)$ be the force of target $i$ evaluated on this undisturbed path. To first order the impulses are the time integrals of $\mathbf F_1$ and $\mathbf F_2$. They add, whether or not the forces act at the same time, so the sequential rule is correct to this order even with full overlap.

The size of one impulse is needed later. For an atom at distance $b$ from the path, the transverse force is $(A/a)e^{-r/a}\,b/r$. Put $x=b\sinh u$, measured from the closest point, so that $r=b\cosh u$ and $dx=r\,du$. Then
\begin{equation}
\int F_\perp\,dt=\frac{Ab}{av}\int_{-\infty}^{\infty}e^{-(b/a)\cosh u}\,du
=\frac{2Ab}{av}\,K_0\!\left(\frac ba\right),
\end{equation}
with $K_0$ the modified Bessel function. Dividing by the initial momentum $p=mv$ and using $mv^2=2E$ gives the deflection
\begin{equation}
\theta_1=\frac{k}{E},\qquad k=\frac{Ab}{a}K_0\!\left(\frac ba\right).
\label{eq:theta}
\end{equation}
The longitudinal impulse vanishes at this order, because $F_x$ is odd about the closest point.

\section*{Second order: pairs in the wrong order}

The first-order forces displace the projectile, and this changes the forces it meets. The displacement due to target $i$ alone is
\begin{equation}
\boldsymbol\delta_i(t)=\frac1m\int_{-\infty}^{t}(t-s)\,\mathbf F_i(s)\,ds ,
\end{equation}
since an impulse $\mathbf F_i\,ds$ given at time $s$ adds a velocity $\mathbf F_i\,ds/m$, which acts for a time $t-s$. Let $\mathsf G_i$ be the matrix of derivatives of $\mathbf F_i$ with respect to the projectile position. The force of target $i$, corrected to second order, is
\begin{equation}
\mathbf F_i+\mathsf G_i\left[\boldsymbol\delta_1+\boldsymbol\delta_2+\frac mM\,\boldsymbol\delta_i\right].
\end{equation}
The last term is the recoil of target $i$ itself, which moves by $-(m/M)\boldsymbol\delta_i$. The terms in which $\mathsf G_i$ multiplies $\boldsymbol\delta_i$ belong to a single binary collision and are the same in both descriptions. The difference lies in the cross terms, which do not contain $M$.

\textbf{Collision 1.} The true motion contains $\mathsf G_1\boldsymbol\delta_2$; the sequential rule leaves it out. The momentum of target 1 is minus the impulse on the projectile, so its error, true minus sequential, is
\begin{equation}
\mathbf D_1=-\frac1m\iint_{s>t}(s-t)\,\mathsf G_1(s)\,\mathbf F_2(t)\,dt\,ds .
\label{eq:D1}
\end{equation}

\textbf{Collision 2.} The rule does include the effect of target 1, but puts the projectile on the outgoing line from the start. That line is
\begin{equation}
\boldsymbol\delta_1^{\rm out}(t)=\frac1m\int_{-\infty}^{\infty}(t-s)\,\mathbf F_1(s)\,ds ,
\end{equation}
because the integral for $\boldsymbol\delta_1$ takes this form once $\mathbf F_1$ has ended. Subtracting leaves the part of the integral with $s>t$, with its sign reversed:
\begin{equation}
\boldsymbol\delta_1-\boldsymbol\delta_1^{\rm out}
=-\frac1m\int_t^\infty(t-s)\mathbf F_1(s)\,ds
=\frac1m\int_t^\infty(s-t)\mathbf F_1(s)\,ds .
\end{equation}
The momentum error of target 2 is therefore
\begin{equation}
\mathbf D_2=-\frac1m\iint_{s>t}(s-t)\,\mathsf G_2(t)\,\mathbf F_1(s)\,dt\,ds .
\label{eq:D2}
\end{equation}

In both integrals $t$ is a time at which target 2 acts and $s$ a later time at which target 1 acts. The leading error comes from pairs of impulses in the wrong order, weighted by the lag between them. This is the precise sense in which overlap in time matters.

Now replace times by positions, $x=vt$ and $x'=vs$. The factor $(s-t)\,dt\,ds$ becomes $(x'-x)\,dx\,dx'/v^3$. Dividing by $p=mv$ produces $1/(m^2v^4)=1/(4E^2)$, so
\begin{equation}
\frac{\mathbf D_i}{p}=-\frac{\mathbf I_i}{4E^2},\qquad
\mathbf I_1=\iint_{x'>x}(x'-x)\,\mathsf G_1(x')\,\mathbf F_2(x)\,dx\,dx',
\label{eq:scaled}
\end{equation}
while $\mathbf I_2$ has $\mathsf G_2(x)\mathbf F_1(x')$ in place of $\mathsf G_1(x')\mathbf F_2(x)$. Both integrals are fixed by the potential and the geometry. The overlap they measure is present at every energy; at high energy the projectile is merely deflected and slowed too little for it to matter.

The recoil energy is $T_1=P_1^2/2M$, so to leading order its relative error is $2\,\mathbf P_1\!\cdot\mathbf D_1/P_1^2$. With target 1 below the path, the first-order $\mathbf P_1$ points down and equals $-pk/E$. Hence
\begin{equation}
\frac{\delta T_1}{T_1}\simeq\frac{2D_{1y}}{P_{1y}}=\frac CE,\qquad
C=\frac{2}{k}\left(-\frac{E^2D_{1y}}{p}\right).
\label{eq:C}
\end{equation}

\section*{The exit angle can hide the error}

Let the atoms lie on opposite sides of the path, related by a half-turn about a point on it: $\mathbf R_1=(0,-b)$ and $\mathbf R_2=(L,b)$. The half-turn reverses vectors and leaves second derivatives of the potential unchanged, so on the path $\mathbf F_2(x)=-\mathbf F_1(L-x)$ and $\mathsf G_2(x)=\mathsf G_1(L-x)$. In $\mathbf I_2$ set $x=L-w'$ and $x'=L-w$. The condition $x'>x$ becomes $w'>w$, the lag becomes $w'-w$, and
\begin{equation}
\mathbf I_2=-\iint_{w'>w}(w'-w)\,\mathsf G_1(w')\,\mathbf F_2(w)\,dw\,dw'=-\mathbf I_1 .
\end{equation}
The projectile's momentum error is $-(\mathbf D_1+\mathbf D_2)$, which vanishes at second order. Its exit direction is right to that order while both recoil energies are wrong.

Two atoms on the same side behave differently. For $\mathbf R_1=(0,-b)$ and $\mathbf R_2=(L,-b)$ the symmetry is a mirror, $x\to L-x$. With $\mathsf S$ the matrix that reverses $x$ components, $\mathbf F_2(x)=\mathsf S\mathbf F_1(L-x)$ and $\mathsf G_2(x)=\mathsf S\mathsf G_1(L-x)\mathsf S$. The same substitution, with $\mathsf S^2=1$, gives $\mathbf I_2=\mathsf S\mathbf I_1$. The transverse errors now add instead of cancelling, and the exit angle is in general wrong already at second order.

\section*{Numbers for a pair of atoms}

Take round model values: $A=100\,E_h$, $a=0.6\,a_0$, all masses $50000\,m_e$, and the half-turn geometry with $b=2.5\,a_0$ and $L=2\,a_0$. The atoms are $5.39\,a_0$ apart, and $V(b)=1.55\,E_h$.

Equation~\eqref{eq:theta} gives $k=3.86\,E_h$. The double integral, evaluated by the trapezoidal rule, gives $E^2D_{1y}/p=-3.42\,E_h^2$, and the value for target 2 is $+3.42\,E_h^2$. The signs have a simple reading. Target 2, above the path, pushes the projectile down towards target 1 before that encounter is over, and target 1 recoils harder. Target 1 in turn has lifted the true path above the backward extension of the exit line, so target 2 also recoils harder. The change of speed acts in the same sense: while both atoms repel it, the projectile is slower than with one of them alone, and each push lasts longer. Then
\begin{equation}
C=\frac{2\times3.42}{3.86}\,E_h=1.77\,E_h .
\end{equation}
The leading formula reaches a 10\% error in $T_1$ at $E=10C=17.7\,E_h$, or about 480 eV.

The trajectories were integrated with an eighth-order Runge--Kutta method, from well before the encounters until the atoms were far apart. The table compares the recoil energy of target 1 in the two descriptions. The error is relative to the sequential value.

\begin{center}
\begin{tabular}{rrrrr}
$E/E_h$ & $T_1$, 3-body & $T_1$, seq. & error & $C/E$\\ \hline
300 & 0.0479 & 0.0476 & 0.6\% & 0.6\%\\
30 & 0.356 & 0.338 & 5.4\% & 5.9\%\\
10 & 0.649 & 0.568 & 14\% & 18\%\\
5 & 0.766 & 0.614 & 25\% & 35\%\\
3 & 0.707 & 0.571 & 24\% & 59\%\\
2 & 0.575 & 0.502 & 15\% & 89\%
\end{tabular}
\end{center}

The error approaches the law $C/E$ at high energy. The law is too high by a tenth at $30\,E_h$, by a quarter at $10\,E_h$, and by more below that. At $2\,E_h$ the energy is close to $V(b)$, and an expansion in $V/E$ has no claim to validity. The relative error in $T_1$ does not keep growing: it peaks at about 27\% near $4\,E_h$, between two rows of the table. The error in $T_2$ follows the same law $C/E$ at high energy but falls below it much sooner: it is 2.6\% at $10\,E_h$ and has changed sign by $3\,E_h$.

This does not mean that the sequential rule recovers. The failure also shows in the projectile, whose final energy $E'$ and exit angle $\varphi$ are as follows.

\begin{center}
\begin{tabular}{rrrrr}
$E/E_h$ & $E'$, 3-body & $E'$, seq. & $\varphi$, 3-body & $\varphi$, seq.\\ \hline
30 & 29.00 & 29.03 & $-2.2^\circ$ & $-2.3^\circ$\\
10 & 7.39 & 7.52 & $-12.1^\circ$ & $-13.0^\circ$\\
5 & 1.77 & 1.97 & $-23.8^\circ$ & $-27.5^\circ$\\
2 & 0.037 & 0.074 & $-37.3^\circ$ & $-47.1^\circ$
\end{tabular}
\end{center}

At $2\,E_h$ the sequential rule leaves the projectile with twice the energy it should have, on a path about $10^\circ$ off. The factor of two is large because little energy is left: the difference itself is about 2\% of $E$. At high energy the angle is protected by the half-turn symmetry: its error falls from $7.3\times10^{-6}$ rad at $200\,E_h$ to $9.5\times10^{-7}$ rad at $400\,E_h$. The factor of 7.6 is close to the 8 expected of a third-order error.

\section*{Is overlap the cause?}

Three changes at $E=5\,E_h$ separate the possible causes.

First, move target 2 downstream, parallel to the exit line of collision 1. Its impact parameter in the second collision stays the same, so the sequential recoil energies do not change. The error in $T_1$ falls from 25\% to 1.4\% after a shift of $2\,a_0$, and to 0.07\% after $4\,a_0$. The projectile is as slow as before; only the overlap has been reduced.

Secondly, multiply the force by $(1-r/r_c)^4$ and set it to zero beyond $r_c=4\,a_0$. In the original geometry the encounters still overlap, and the larger of the two relative errors in recoil energy is $9\times10^{-4}$, small because the cut leaves only 2\% of the force at $r=b$ and also shortens the overlap. With target 2 moved $8\,a_0$ downstream the encounters are disjoint, and the difference drops to $7\times10^{-11}$, which is numerical noise.

Thirdly, make all masses a hundred times larger. The speed falls tenfold and $T_1$ remains $0.766\,E_h$.

The amount of overlap can be followed as well. Define the wrong-order share as the fraction of the product $|\mathbf f_1(s)||\mathbf f_2(t)|$, integrated over both times, that has $s>t$. On the straight path it is 0.16. Along the true trajectories it falls from 0.15 at $300\,E_h$ to 0.13 near $15\,E_h$, where the error in $T_1$ is already 10\%, rises to slightly above 0.16 near $4\,E_h$, and drops to 0.12 at $2\,E_h$. It never exceeds the straight-path value by more than a few per cent. For this fixed pair, then, the sequential rule can fail without a larger share of wrong-order pairs. The overlap is there at every energy, and as $E$ falls the projectile is deflected and slowed more strongly relative to its initial motion. The share does not include the length of the lag, which can grow when the projectile is slowed, so it does not exclude a further contribution from longer overlap.

\section*{Why more atoms come to matter}

In a solid the partners are not a fixed pair. An atom counts as a partner if it deflects the projectile by more than some small angle $\theta$, and the impact parameter at which it does so grows as $E$ falls. For $b\gg a$, $K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}$. With $z=b/a$, equation~\eqref{eq:theta} becomes $\theta\simeq(A/E)\sqrt{\pi z/2}\,e^{-z}$, and taking the logarithm gives
\begin{equation}
\frac ba\simeq\ln\frac{A}{E\theta}+\frac12\ln\frac{\pi b}{2a}.
\end{equation}
The reach grows roughly logarithmically. Encounters at larger $b$ are also longer. Near the closest point $r\simeq b+x^2/2b$, so the force varies as $e^{-x^2/(2ab)}$ and extends over a length of order $\sqrt{ab}$.

For $\theta=0.01$ rad, solving equation~\eqref{eq:theta} gives $b=1.8$, 3.4 and $4.9\,a_0$ at $E=1000$, 100 and $10\,E_h$. If two atoms sit at these distances from a straight path, still $2\,a_0$ apart along it, their wrong-order share rises from 0.13 to 0.19 and 0.22. Here a lower energy does bring more overlap, through the longer reach of the potential and not through the longer duration of the flight.

\section*{What the numbers do not cover}

The energy at which the sequential rule becomes unacceptable depends on the potential, the geometry and the quantity wanted. The 480 eV predicted here by the leading formula belongs to one pair of atoms, with a round model potential not fitted to any element, and to a 10\% error in one recoil energy. It is not a threshold for a real material. Recoil energy matters because it helps decide whether an atom leaves its site, but the model contains no site to leave. At the lowest energies the omitted binding and the forces between target atoms can matter as much as the overlap. A binary-collision code can subtract a binding energy, but the forces between target atoms involve the joint motion of many atoms, which a better rule for two successive collisions cannot supply.

Numbers in the example were calculated in double precision.
